Stochastic Chebyshev density of states of a dielectric: separating the errors

**Isolated sites**

Switch off all hopping in a disordered dielectric. The Hamiltonian H is then diagonal, with site energies ε_i on D orbitals, and the density of states (DOS) per orbital is

ρ(E) = (1/D) Σ_i δ(E − ε_i).

Suppose we estimate it with a random vector ξ whose entries are +1 or −1 with equal probability. For any function K of H,

ξᵀK(H)ξ = Σ_i K(ε_i) ξ_i² = Σ_i K(ε_i) = Tr K(H).

One vector gives the trace without error, and a second gives the same number. Yet the DOS of the material is not known exactly. The delta functions must be widened before they form a curve, and widening lowers peaks. Also, another piece of the same material has other site energies. Both errors are present while the scatter between random vectors is zero.

Now let hopping connect two sites. With K a symmetric 2×2 matrix,

ξᵀKξ = K₁₁ + K₂₂ + 2K₁₂ ξ₁ξ₂.

The last term averages to zero but fluctuates: this is the random-trace error, and it comes from off-diagonal elements alone.

The naive scheme for a large solid takes one disordered sample, applies many random vectors, and quotes their scatter as the error of the DOS. The two-site case shows what that scatter measures. The design below gives each of the other errors a measurement of its own.

**The solid used as example**

Each cell of a periodic simple cubic lattice, with lattice constant 0.36 nm, has a valence and a conduction orbital. Nearest-neighbour hopping is +0.10 eV between valence orbitals, −0.588 eV between conduction orbitals and 0.10 eV between unlike ones. The site energies are −0.600 and 11.528 eV. In a clean crystal the neighbour sum is γ = 2(cos k_x + cos k_y + cos k_z), with k in units of the inverse lattice constant. The band edges lie at γ = 6, where the diagonal energies are

−0.600 + 6·0.10 = 0,  11.528 − 6·0.588 = 8.00 eV,

and the coupling is 6·0.10 = 0.60 eV. The 2×2 eigenvalues differ by √(8.00² + 4·0.60²) = 8.09 eV, the clean gap.

Every site energy receives an independent shift, the sum of three equal uniform variables, with total standard deviation s = 0.20 eV. With probability 0.01 a cell holds a trap: its conduction orbital is centred at 5.00 eV. Repulsion from the conduction band lowers the level of a single trap in the clean crystal to 4.689 eV, and 0.946 of its weight stays on the trap orbital.

A sample of 24³ cells has D = 27648 orbitals. As a full matrix in double precision it would fill 27648²·8 bytes, about 6 GB. The sparse matrix is small, and the scheme uses H only to multiply vectors.

**From matrix products to moments**

Chebyshev polynomials T_n(x) = cos(n arccos x) need |x| ≤ 1. Every eigenvalue lies within the sum of absolute hoppings of some diagonal element (Gershgorin's theorem). A shift never exceeds 3s = 0.60 eV, so the spectrum lies between

−0.600 − 0.60 − 0.60 − 0.60 = −2.40 eV and
11.528 + 3.528 + 0.60 + 0.60 = 16.26 eV.

The centre is b = 6.928 eV. Half the range, enlarged by 1%, is a = 9.421 eV. Set H̃ = (H − b)/a and E = b + a cos θ.

The moments are μ_n = (1/D) Tr T_n(H̃). With v_n = T_n(H̃)ξ, the identity cos((n+1)θ) + cos((n−1)θ) = 2 cos θ cos nθ gives

v₀ = ξ,  v₁ = H̃ξ,  v_{n+1} = 2H̃v_n − v_{n−1}.

The more general identity 2T_mT_n = T_{m+n} + T_{m−n}, with m = n and m = n+1, gives two moments per product. For one vector, before division by D, write m_n = ξᵀT_n(H̃)ξ. Then

m_{2n} = 2 v_n·v_n − m₀,  m_{2n+1} = 2 v_{n+1}·v_n − m₁.

Thus N moments cost N/2 multiplications by H. For a sample of 686 orbitals, the first 128 moments summed over a complete basis agreed with those from full diagonalization within a relative tolerance of 10⁻⁵ plus an absolute one of 10⁻¹⁰.

**Why the series cannot simply be cut**

Define the density in angle, f(θ) = aρ(E) sin θ. Since |dE| = a sin θ dθ, its integral from 0 to π is one, and μ_n = ∫ f(θ) cos nθ dθ. The moments are cosine coefficients:

f(θ) = (1/π)[μ₀ + 2 Σ_{n≥1} μ_n cos nθ].

A sharp cut at N terms replaces each level by an oscillating kernel with negative parts, so a strong valence band can write ripples into the gap, where the weak trap signal sits. We therefore multiply μ_n by factors g_n that make the kernel non-negative. A squared modulus does this:

|Σ_{j=1}^{N} c_j e^{ijφ}|² ≥ 0.

With real c_j, its Fourier coefficients are g_n = Σ_j c_j c_{j+n}, normalized by Σ c_j² = 1 so that g₀ = 1. The kernel is narrow if the mean of 2(1 − cos φ), which is 2(1 − g₁), is small. Now g₁ = Σ c_j c_{j+1} is the expectation value of a chain of N sites with hopping 1/2. Its largest value is cos q with q = π/(N+1), reached for c_j ∝ sin jq, the standing wave that vanishes at sites 0 and N+1.

Inserting the sines and using 2 sin A sin B = cos(A−B) − cos(A+B),

Σ_{j=1}^{N−n} sin jq sin (j+n)q = ½[(N−n) cos nq − S],
S = Σ_{j=1}^{N−n} cos (2j+n)q = sin((N−n)q) cos((N+1)q)/sin q.

Because (N+1)q = π, the cosine is −1 and sin((N−n)q) = sin((n+1)q). Hence S = −(sin nq cot q + cos nq). At n = 0 the whole sum is (N+1)/2, and division by it gives the Jackson factors

g_n = [(N−n+1) cos nq + sin nq cot q]/(N+1).

The estimated DOS is

ρ_N(E) = [μ₀ + 2 Σ_{n=1}^{N−1} g_n μ_n cos nθ]/(πa sin θ) = (1/D) Tr K_N(E,H).

This defines the kernel K_N(E,E′) and, with H in place of E′, the matrix K.

**What the kernel costs**

Let u = n/(N+1) be small and N large, so that nq = πu and q cot q ≈ 1. Then

g_n ≈ (1−u)(1 − π²u²/2) + u = 1 − π²u²/2 + O(u³) = 1 − n²q²/2 + O(u³).

The linear terms cancel. Since −n² cos nθ is the second derivative of cos nθ, the smoothed angular density obeys f_N − f ≈ (q²/2) f″, and

ρ_N − ρ ≈ (q²/2) f″(θ)/(a sin θ).

This is the effect of smoothing with angular variance q². In energy the width is

σ = a q sin θ.

At the trap level cos θ = (4.689 − 6.928)/9.421 = −0.238 and sin θ = 0.971. For N = 512, σ = 9.421·(π/513)·0.971 = 0.056 eV; quadrature of the kernel's second moment gives the same value. For N = 256 it is 0.112 eV.

The bias is negative at a peak of f and positive in a valley of f; for features of ρ much narrower than a, these are the peaks and valleys of ρ itself. It contains neither R, the number of vectors, nor D. The formula fails where f is not smooth on the scale q: at sharp band edges, at kinks of the DOS, and for a finite sample once single levels are resolved.

To measure the bias, call it B_N. Doubling N nearly halves q, so B_N ≈ 4B_{2N}. The unknown ρ drops out of the difference:

ρ_N − ρ_{2N} = B_N − B_{2N} ≈ 3B_{2N},
B_{2N} ≈ (ρ_N − ρ_{2N})/3.

The shorter series needs only the first N of the 2N moments, with its own factors g_n, so this costs no further products with H. Taking the difference for each vector separately cancels much of their common noise and provides an error bar.

The rule is asymptotic. A Gaussian peak of width 0.20 eV at the trap level has a known DOS to compare with. Its relative bias at the maximum is −11.9% for N = 256 and −3.5% for N = 512, a ratio of 3.4 rather than 4. The pair rule then finds 0.80 of the true bias at N = 512. For the pair 4096 and 8192 the fraction is 0.99. At the N used here the rule is an estimate that needs correction, and it is not a bound.

**What the random vectors cost**

For D orbitals and symmetric K,

ξᵀKξ = Σ_i K_ii + 2 Σ_{i<j} K_ij ξ_iξ_j.

The products ξ_iξ_j for different pairs have zero mean, unit variance and no mutual correlation. The variance is therefore 4 Σ_{i<j} K_ij². Summing over both orders of i and j halves the prefactor, and Σ_{ij} K_ij² = Tr K². For the DOS averaged over R independent vectors,

Var_trace = 2[Tr K² − Σ_i K_ii²]/(RD²).

To read this as a count of states, let h be the off-diagonal share, [Tr K² − Σ K_ii²]/Tr K². If ρ varies little across the kernel,

Tr K² ≈ Dρ ∫K_N² dE′ ≈ Dρ/(2√π σ).

The last step takes the kernel as Gaussian; at N = 512 the true integral is 1.04 times as large. Define n_E = Dρ·2√π σ, the number of states under the kernel. Dividing the variance by ρ²,

(relative trace error)² ≈ 2h/(R n_E).

Extended states spread over many orbitals have h near one when the kernel is narrow. A state on a single orbital has h = 0, as in the opening case. For an isolated trap with weight w = 0.946 on its orbital, Σ_i K_ii² is at least w² Tr K², so h is at most 1 − 0.946² = 0.105.

The variance formula was tested with 1000 vectors on a sample of 686 orbitals with N = 128 and, to have several traps, a trap probability of 0.03. The measured noise was 1.005 times the prediction at the trap level and 1.05 times at 11.0 eV in the conduction band. The shares were h = 0.11 and 0.82. The trap value is close to the isolated-trap bound, though these traps need not all be isolated. For a given number of states, localization lowers the trace noise but, as shown next, not the sample noise. At the trap peak the scatter between vectors is therefore a poor guide to the full error.

**What a single sample hides**

Let M cells each hold a trap with small probability p, independently, and let a trap at energy ε contribute K_N(E,ε). The variance of the sum is

Mp⟨K_N²⟩ − Mp²⟨K_N⟩²,

where the averages run over trap energies. For dilute traps the second term is negligible. The first is the ensemble mean of Tr K² from traps, Dρ/(2√π σ). Dividing by D² and ρ² gives, per sample,

(relative sample error)² ≈ 1/n_E.

Neither h nor R appears. In 300 diagonalized samples of 250 orbitals, with N = 256, the scatter at the trap level was 1.00 times this prediction, with a statistical uncertainty of several per cent. The argument needs independent levels, so it does not carry over to extended band states, whose energies are correlated.

The remedy is to draw new disorder for every vector. Let X = ξᵀKξ/D for one sample and one vector, and Y = Tr K/D for that sample. Write

X − ⟨Y⟩ = (X − Y) + (Y − ⟨Y⟩).

For fixed disorder the first bracket averages to zero over ξ, so the cross term vanishes in the square:

Var X = ⟨Var_ξ X⟩ + Var Y.

The scatter of such runs contains trace and sample noise together, and in the mean over R runs both variances fall as 1/R. The number of matrix products is unchanged. A second run with fixed disorder isolates the trace part.

**Reading the numbers**

Both runs used R = 16 and up to 512 moments. A standard error from 16 values is itself uncertain by about 1/√30, or 18%, for nearly normal scatter.

At the trap level the fresh-disorder run gives ρ = 0.00817 per eV and orbital, so

n_E = 27648·0.00817·2√π·0.056 ≈ 45.

The fixed sample gives 0.00711 with a trace error of 2.4%. The naive scheme would stop there. Its result is 13% below the fresh-disorder mean, more than five times its own error bar. The expected scatter between single samples, 1/√45 = 15%, accounts for the gap.

The fresh run has a total random error of 3.8%. The prediction combines sample noise, 15%/√16 = 3.7%, with the trace noise of the fixed run, 2.4%. Their root sum of squares is 4.4%, which agrees within the 18% uncertainty of such errors. The small-sample h = 0.11 would give only √(2·0.11/(16·45)) = 1.7% for the trace part, but h depends on the kernel width and on the trap density, so it should not be carried over.

The pair rule gives a kernel bias of −1.9 ± 0.6%. If it missed as much here as on the Gaussian peak, the bias would be −1.9/0.80 = −2.4%. The sum of three uniform shifts is not a Gaussian, so the factor 0.80 is only a guide; the difference between −1.9% and −2.4% is in any case within the error bar. In volume units the raw DOS is 3.50·10²⁰ cm⁻³eV⁻¹, and the correction raises it to about 3.6·10²⁰, with a random error of roughly 4%. The second digit is not converged: the ensemble value for this model lies near 3.9·10²⁰, about two standard errors higher, and roughly half of that shortfall is the low trap count of this run, discussed next.

The DOS integrated from 3.0 to 6.8 eV gives 0.0096 trap states per cell, against a trap probability of 0.0100. About 16·138 = 2210 traps were expected in all, with a counting error of 2.1%, so the deficit of 3.7% is 1.7 standard errors.

At 11.0 eV there are 650 states under the kernel, and the counting rule with h = 1 predicts a trace error of √(2/(16·650)) = 1.4%. The fixed run shows 1.35% and the fresh run 1.1%. Given the 18% uncertainty of each, they do not differ significantly, and no sample noise is resolved. Over eleven energies between 9.5 and 13.5 eV the measured trace noise is 1.04 times the rule.

One band result is unexpected. The DOS rises from 0.1209 at N = 256 to 0.1275 at N = 512, and the pair rule reports −1.7 ± 0.2%. This need not be the curvature of a smooth DOS. By cubic symmetry a clean 24³ lattice has at most 455 distinct conduction energies, the number of unordered triples from 13 values of |k|. Accidental degeneracies, such as cos(π − k) = −cos k, reduce this to 271. They are spread over 12·0.588 = 7.1 eV, on average about 7 of them per kernel window 2√π σ ≈ 0.18 eV, with very unequal multiplicities. Disorder may not fully smear these groups, which lie at the same place in every sample. The clean infinite lattice has a DOS of 0.122 at this energy, close to the N = 256 value and below the N = 512 one. I regard this finite-lattice structure as the likely cause, but it is a conjecture; a run at another lattice size would decide it. Until then the band value should not be corrected by the pair rule, and the 5% change with N is a fair measure of its uncertainty.

**Choosing N and R**

The random variance is proportional to 1/(R n_E), hence to N/R, if h is constant. Where the bias law holds, the squared bias is proportional to N⁻⁴. The cost C is proportional to NR. With constants V and W, the squared error at fixed C is

VN²/C + W/N⁴.

Setting the derivative to zero, 2VN/C = 4W/N⁵, so VN²/C = 2W/N⁴. At the optimum the random error is √2 times the bias. For the trap peak √2·2.4% = 3.4%, close to the 3.8% found, so N = 512 with 16 fresh samples is nearly balanced. Since then N⁶ ∝ C, the total error falls only as C^(−1/3): halving it costs eight times the work. Raising N alone lowers n_E, and the curve finally breaks up into single levels.

**Against a real low-k film**

A gap near 8 eV and a permittivity near 3 are roughly those of a dense organosilicate glass. The trap density, 2.1·10²⁰ cm⁻³, is far above that of a good film; it was chosen to put many traps in a sample and is not taken from a measured film. The cubic lattice is a model, not a computed structure of the glass. Its most serious omission is charge. In a continuum estimate with a cavity radius of 0.18 nm, polarization around a charged trap amounts to 2.7 eV, so the peak at 4.7 eV must not be read as a measured charging level. A charged neighbour at a distance of 1.7 nm, the cube root of the volume per trap, shifts a level by 0.29 eV. A field of 1 MV/cm drops 0.17 eV over that distance, and confinement in a 2 nm wall between pores raises the conduction edge by up to about 0.18 eV, the continuum value for impenetrable surfaces. A 10% scatter of the hopping would scatter the trap level by 0.025 eV, which adds to the site disorder only in quadrature, and the thermal energy at 300 K is 0.026 eV. The first four exceed the kernel width of 0.056 eV. For such a film a sharper kernel would refine the model's DOS without making it a better prediction; the charge and the pores would have to enter H first. The numerical output gives the remaining digits.

Computed results

```
lattice constant 0.36 nm; site disorder (std) 0.20 eV
hopping: conduction 0.5880, valence 0.10, coupling 0.10 eV
site energies: valence -0.600, conduction 11.528, trap 5.00 eV
clean gap 8.089 eV; conduction mass 0.516 m_e
spectral centre b 6.928 eV; half width a 9.421 eV
single trap level 4.689 eV; weight on trap orbital 0.946
trap fraction 0.010; density 2.14e+20 cm^-3
kernel sigma at trap: N=256 0.1119 eV, N=512 0.0560 eV
kernel sigma by quadrature, N=512: 0.0560 eV
kernel norm / Gaussian norm, N=512: 1.040
Gaussian test peak, relative kernel bias: N=256 -11.87 %, N=512 -3.49 %
bias / leading law at N=8192: 0.9945
pair estimate / true bias: N=256,512 0.800; N=4096,8192 0.991
small solid: 686 orbitals, N=128, 1000 vectors
  trap: measured/predicted trace noise 1.005; off-diagonal share of Tr K^2 0.113
  band: measured/predicted trace noise 1.051; off-diagonal share of Tr K^2 0.816
trap sample noise, measured / (1/sqrt(n)), 300 samples: 0.998
large solid: 24^3 cells, D=27648, R=16, expected traps per sample 138.2
trap at 4.689 eV (DOS in 1/eV per orbital):
  DOS: N=256 0.007699, N=512 0.008169
  DOS at N=512 in one fixed sample 0.007105
  kernel bias at N=512 by pair rule -1.92 +- 0.63 %
  trace error, fixed disorder 2.41 %
  all random error, fresh disorder 3.84 %
  states under kernel, one sample 44.9
band at 11.000 eV (DOS in 1/eV per orbital):
  DOS: N=256 0.120899, N=512 0.127541
  DOS at N=512 in one fixed sample 0.127269
  kernel bias at N=512 by pair rule -1.74 +- 0.23 %
  trace error, fixed disorder 1.35 %
  all random error, fresh disorder 1.10 %
  states under kernel, one sample 650.3
trap sample noise 1/sqrt(n): one sample 14.9 %, mean of 16 3.7 %
band trace noise, measured / sqrt(2/(R n)): 1.041
trap DOS at N=512: 3.502e+20 cm^-3 eV^-1
integrated trap states per cell 0.00963
neglected effects (permittivity 3.0, pore wall 2.0 nm, field 1.0 MV/cm, 300 K):
  mean trap distance 1.67 nm; Coulomb shift between charged traps 0.287 eV
  polarization energy of a charged trap 2.67 eV
  field drop over trap distance 0.167 eV
  confinement between pores 0.182 eV
  trap level scatter from 10 % hopping scatter 0.025 eV
  thermal energy 0.0259 eV
```
